# Doping Limits from Self-Compensation: Fermi-Level Pinning and Sublinear Carrier Density

Suppose supercell calculations have given the formation energies of a shallow donor and of a native acceptor in the same crystal. One must decide whether to report the donor density as the electron density, or to solve for the Fermi level with the acceptor included. In the example below, $10^{20}\ \mathrm{cm^{-3}}$ donors yield $3.7\times10^{18}\ \mathrm{cm^{-3}}$ electrons, so in this model of non-interacting defects the first choice overstates the carrier density 27 times.

The cause is feedback. Donors raise the Fermi level, a higher Fermi level makes negatively charged defects cheaper, and these defects take up the donated electrons. The notes below separate the energy, the entropy, the defect charge and the band filling, and weigh each. For acceptor doping, exchange electrons with holes and native acceptors with native donors.

## The energy contribution

Let the native acceptor have charge $-q$, in units of the elementary charge, with $q\geq1$. Measure the Fermi level $\mu$ from the conduction-band edge $E_c$. The formation energy is

$$
E(\mu)=E_{\rm def}-E_{\rm bulk}-\sum_i\Delta n_i\,\mu_i+E_{\rm corr}-q(E_c+\mu)=\varepsilon-q\mu .
$$

Here $\Delta n_i$ is the number of atoms of species $i$ added (negative if removed), $\mu_i$ is their chemical potential, and $E_{\rm corr}$ is the finite-size correction for the charged cell. The last term is negative because $q$ electrons are taken from a reservoir at $E_c+\mu$. Everything independent of $\mu$ is collected in $\varepsilon$, the formation energy when the Fermi level is at the band edge. I hold $\varepsilon$ and the band edges independent of temperature.

Each rise of $\mu$ by 1 eV lowers $E$ by $q$ eV. The formation energy vanishes at

$$
\mu_0=\varepsilon/q .
$$

This energy balance alone suggests a barrier at $\mu_0$. How close the Fermi level comes to it depends on entropy.

## The entropy contribution

Let $N_D$ be a fixed donor density, every donor having given its electron to the band. This assumes no bound donor level below the band edge. Let $c$ be the density of acceptors, distributed over $N_s$ sites per volume, with no internal degeneracy and no interaction beyond overall neutrality. With holes neglected, the electron density is $n=N_D-qc$. The free energy per volume, apart from a constant, is

$$
F(c)=c\,\varepsilon+f_e(N_D-qc)-kT\,s_{\rm mix}(c),
$$

where $f_e$ is the free energy of the band electrons, with $df_e/dn=\mu$. Stirling's formula applied to the number of ways to place the acceptors gives

$$
s_{\rm mix}=N_s\ln N_s-c\ln c-(N_s-c)\ln(N_s-c),
\qquad
\frac{ds_{\rm mix}}{dc}=\ln\frac{N_s-c}{c}.
$$

Since $dn/dc=-q$, the stationary condition is

$$
\frac{dF}{dc}=\varepsilon-q\mu-kT\ln\frac{N_s-c}{c}=0
\quad\Rightarrow\quad
\frac{c}{N_s-c}=e^{-(\varepsilon-q\mu)/kT}.
$$

It is a minimum, because $d^2F/dc^2=q^2\,d\mu/dn+kT[1/c+1/(N_s-c)]>0$. For $c\ll N_s$,

$$
c=N_s e^{-E(\mu)/kT},\qquad E(\mu)=kT\ln\frac{N_s}{c}.
$$

Zero formation energy would mean half the sites occupied, far outside the dilute regime. A dilute defect in equilibrium therefore has positive formation energy, and $\mu$ lies below $\mu_0$. When nearly all donors are compensated, $qc\simeq N_D$, and

$$
E\simeq kT\ln\frac{qN_s}{N_D},\qquad
\mu\simeq\frac{\varepsilon}{q}-\frac{kT}{q}\ln\frac{qN_s}{N_D}.
$$

This is the quantitative content of pinning. The level is not strictly fixed: it rises by $(kT/q)\ln10$ per decade of doping, whereas uncompensated nondegenerate electrons would need $kT\ln10$. For $q\geq2$ the rise is slowed; for $q=1$ the two rates are equal, and compensation lowers the nondegenerate level without slowing its rise.

## Weighing energy against entropy

Take round model parameters: $N_s=2\times10^{22}\ \mathrm{cm^{-3}}$, $q=2$, $\varepsilon=0.20$ eV, a gap of 3.0 eV, and electron and hole masses of 0.3 and 1.0 free-electron masses. Defects equilibrate at 1000 K, where $kT=0.0862$ eV. The zero crossing is at $\mu_0=0.10$ eV, inside the conduction band.

At $N_D=10^{20}\ \mathrm{cm^{-3}}$ the full neutrality condition gives $\mu=-0.160$ eV. The cost of adding one more acceptor then divides as follows:

- energy at the band edge: $\varepsilon=+0.20$ eV;
- electron transfer: $-q\mu=+0.32$ eV;
- mixing entropy: $-kT\ln(N_s/c)=-0.52$ eV.

The sum is zero, as equilibrium requires. The middle term is a free energy, since $\mu=df_e/dn$: removing two electrons lowers the band energy by 0.27 eV but costs 0.59 eV in the entropy of the band electrons. The formation energy $E(\mu)$ thus already contains that electronic entropy, and what is weighed against it here is the mixing entropy of the defects. The strong-compensation estimate is $0.0862\ln(4\times10^{22}/10^{20})=0.516$ eV, against 0.520 eV from full neutrality. "Near zero" thus means about $6kT$ here, which is half an electronvolt.

Remove the acceptor, and the same doping puts the Fermi level at $+0.235$ eV. The formation energy there would be $0.20-2(0.235)=-0.27$ eV. The formation energy and the mixing entropy would then both favour forming acceptors, so that state cannot be in equilibrium if the defects can form.

## The defect charge and the growth law

For nondegenerate electrons, $n=N_ce^{\mu/kT}$, where $N_c$ is the effective density of states. Thus $e^{q\mu/kT}=(n/N_c)^q$, and

$$
c=Kn^q,\qquad K=\frac{N_se^{-\varepsilon/kT}}{N_c^q},\qquad n+qKn^q=N_D .
$$

**Double acceptor.** For $q=2$, the equation $2Kn^2+n-N_D=0$ has the positive root

$$
n=\frac{\sqrt{1+8KN_D}-1}{4K}.
$$

For $KN_D\ll1$, expanding the root gives $n\simeq N_D$. For $KN_D\gg1$ it gives $n\simeq\sqrt{N_D/2K}$. Half the donors are compensated when $n=N_D/2$. Substitution gives $KN_D^2/2=N_D/2$, hence $N_D=1/K$.

In the example $N_c=2.51\times10^{19}\ \mathrm{cm^{-3}}$, so

$$
K=\frac{2\times10^{22}\,e^{-0.20/0.0862}}{(2.51\times10^{19})^2}\ \mathrm{cm^3}
=3.12\times10^{-18}\ \mathrm{cm^3},
$$

and the crossover is at $N_D=3.2\times10^{17}\ \mathrm{cm^{-3}}$. Full neutrality, with Fermi–Dirac electrons and with holes, gives:

| $N_D$ (cm⁻³) | $n$ (cm⁻³) | $2c/N_D$ | $\mu$ (eV) | $d\ln n/d\ln N_D$ |
|---|---|---|---|---|
| $10^{16}$ | $9.44\times10^{15}$ | 0.056 | −0.679 | 0.947 |
| $10^{18}$ | $3.27\times10^{17}$ | 0.673 | −0.374 | 0.596 |
| $10^{19}$ | $1.17\times10^{18}$ | 0.883 | −0.263 | 0.523 |
| $10^{20}$ | $3.73\times10^{18}$ | 0.963 | −0.160 | 0.485 |

Over the last decade $\mu$ rises by 0.103 eV, slightly more than $(kT/2)\ln10=0.099$ eV. The compensated fraction also grows, so $c$ increases by $10\times0.963/0.883=10.9$ rather than 10, and $(kT/2)\ln10.9=0.103$ eV.

**Single acceptor.** For $q=1$ the equation is linear:

$$
n=\frac{N_D}{1+K}.
$$

Compensation now removes a constant fraction of the electrons. With $\varepsilon=0.50$ eV and the other parameters unchanged, $K=2.41$ and $n/N_D=0.29$. The calculated exponent at $N_D=10^{17}\ \mathrm{cm^{-3}}$ is 0.9997. A carrier density proportional to doping is therefore no evidence that compensation is absent.

## The band-filling contribution

To include degeneracy, set $\eta=\mu/kT$ and define $s=d\ln n/d\eta$. With band density of states $g$ and Fermi occupation $f$, $n=\int gf\,dE$ and $df/d\eta=f(1-f)$. Hence

$$
s=\frac{\int gf(1-f)\,dE}{\int gf\,dE}=1-\langle f\rangle ,
$$

where $\langle f\rangle$ is the occupation averaged over the electrons present. At nonzero temperature $0<s<1$, whatever the shape of the band.

The dilute law gives $dc/d\eta=qc$. Differentiating $N_D=n+qc$ gives $dN_D/d\eta=sn+q^2c$, so the local exponent is

$$
\gamma=\frac{d\ln n}{d\ln N_D}
=\frac{d\ln n/d\eta}{(dN_D/d\eta)/N_D}
=\frac{s(n+qc)}{sn+q^2c}.
$$

For $c>0$, the condition $\gamma<1$ reads $sn+sqc<sn+q^2c$, which reduces to $s<q$. It holds for every $q\geq1$, so under the dilute law growth is sublinear. For $q=1$ and nondegenerate electrons the departure from linearity is negligible, and its sign is not secure: keeping site exclusion gives $dc/d\eta=qc(1-c/N_s)$ and the condition $s<q(1-c/N_s)$, which for $q=1$ fails once $c/N_s$ exceeds $\langle f\rangle$. With $\varepsilon=0$ and $N_D=10^{21}\ \mathrm{cm^{-3}}$ at 1000 K, for instance, the exponent is 1.03. Under strong compensation $\gamma\to s/q$.

The two influences can be weighed at $N_D=10^{20}\ \mathrm{cm^{-3}}$ for the double acceptor. With $s=1$ the formula would give $1/(0.037+2\times0.963)=0.51$; the actual exponent is 0.485. Charge does most of the work, and band filling supplies a small correction. For the single acceptor at $10^{21}\ \mathrm{cm^{-3}}$ the roles change: $s=0.44$ brings the exponent down to 0.47. About 4.5% of the sites are then occupied, so the dilute law is becoming rough.

## Temperature and frozen defects

If equilibrium is maintained on cooling, the offset $kT\ln(qN_s/N_D)$ shrinks. At $N_D=10^{20}\ \mathrm{cm^{-3}}$ the formation energy falls from 0.52 eV at 1000 K to 0.16 eV at 300 K and 0.01 eV at 20 K. Pinning at the zero crossing itself is the low-temperature limit, provided the donor density exceeds the ceiling found next.

For $\varepsilon>0$ that limit sets a carrier ceiling. Filling a parabolic band of mass $m$ up to $\mu_0$ gives $n=k_F^3/3\pi^2$ with $\hbar^2k_F^2/2m=\mu_0$, hence

$$
n_{\max}=\frac{(2m\mu_0)^{3/2}}{3\pi^2\hbar^3}=2.4\times10^{19}\ \mathrm{cm^{-3}} .
$$

Donors below this density remain uncompensated as $T\to0$; the excess above it is compensated. If $\varepsilon<0$, the crossing lies in the gap and the ceiling tends to zero.

The approach is not monotonic: $n$ is $3.73$, $3.56$ and $5.85\times10^{18}\ \mathrm{cm^{-3}}$ at 1000, 600 and 300 K. Inserting the pinned level into the nondegenerate law $n=N_ce^{\mu/kT}$ shows qualitatively why:

$$
n\simeq N_c\left(\frac{N_D}{qN_s}\right)^{1/q}e^{\varepsilon/(qkT)},\qquad
\frac{d\ln n}{d\ln T}=\frac32-\frac{\varepsilon}{qkT},
$$

because $N_c\propto T^{3/2}$. This estimate has its minimum at $kT=2\varepsilon/3q=0.067$ eV, or about 770 K. It neglects band filling, which is not small here (at 300 K the Fermi level is already in the band). With filling, $n$ depends on $T$ through $N_c$ and through $\eta\simeq\varepsilon/(qkT)-(1/q)\ln(qN_s/N_D)$, so under strong compensation $d\ln n/d\ln T\simeq3/2-s\,\varepsilon/(qkT)$; since $s<1$, the minimum of the full model lies at a lower temperature than this estimate.

Real defects may stop moving long before room temperature. If $c$ and the charge state are frozen at their 1000 K values, neutrality fixes $n-p=N_D-qc$, where $p$ is the hole density. The sample cooled to 300 K keeps $n=3.7\times10^{18}\ \mathrm{cm^{-3}}$, while $\mu$ moves to $+0.006$ eV. The formation energy at this new level, 0.19 eV, does not determine the frozen concentration. The relevant temperature is the one at which the defects last equilibrated.

## What matters for the calculation

Errors in $\varepsilon$ enter exponentially. For strong compensation and nondegenerate electrons, the expression above gives $\delta\ln n=\delta\varepsilon/(qkT)$. An error of 0.1 eV shifts $\mu_0$ by 0.05 eV and changes $n$ by a factor $e^{0.1/0.172}\simeq1.8$ at 1000 K in this limit; with band filling and the residual carriers kept, the factor at $N_D=10^{20}\ \mathrm{cm^{-3}}$ is about 1.7. The finite-size correction and the position of the band edge therefore deserve care before small refinements of the carrier statistics.

Other charge states of the same acceptor can be ignored if their transition levels lie well below $\mu$. With the level between charges $-1$ and $-2$ placed at $-1.5$ eV, including the singly charged state changes $n$ by less than one part in $10^5$ throughout the doping range.

Other omissions can matter more. Donor–acceptor pairs, a second native defect, bound donor levels, or precipitation of the dopant all change the neutrality balance. At $N_D=10^{20}\ \mathrm{cm^{-3}}$ the neglect of interactions is a strong assumption. With a relative permittivity of 10, the point-charge Coulomb energy of a donor and a double acceptor is 0.15 eV at their mean spacing of 1.9 nm, about $2kT$ at 1000 K, and about 0.8 eV at the site spacing $N_s^{-1/3}=0.37$ nm. The latter exceeds the 0.52 eV formation energy, so on this rough estimate pairs would dominate the compensation and lower $n$ further. The numbers at this density illustrate the non-interacting model and do not predict a real crystal. If the dopant's chemical potential is fixed instead of its density, $N_D$ itself depends on $\mu$ and must be solved for together with $c$.

The numerical check minimizes the free energy directly and compares the electron density with the dilute law; they agree to about 0.1%. It also tests the exponent formula against finite differences of the full neutrality solution.

## Values computed for the example and the checks

```
Gap 3.0 eV; electron mass 0.3, hole mass 1.0 (free-electron masses)
Site density N_s = 2.00e+22 cm^-3
Double acceptor: eps = 0.20 eV, zero crossing at mu = 0.100 eV
Growth temperature 1000 K, kT = 0.08617 eV
N_c at growth temperature = 2.5094e+19 cm^-3
K = 3.1184e-18 cm^3; half compensation at N_D = 1/K = 3.2068e+17 cm^-3
Free-energy minimum vs mass action, largest relative difference in n = 1.12e-03
N_D=1e20 cm^-3: formation energy at free-energy minimum = 0.5194 eV
N_D=1e20 cm^-3: kT ln(2 N_s/N_D) = 0.5163 eV
Double acceptor at growth temperature; densities in cm^-3, energies in eV
N_D | n | n closed form | 2c/N_D | mu | formation energy | exponent
1e+15 | 9.9384e+14 | 9.9384e+14 | 0.0062 | -0.8735 | 1.9470 | 0.9939
1e+16 | 9.4436e+15 | 9.4438e+15 | 0.0556 | -0.6795 | 1.5589 | 0.9473
1e+17 | 6.9669e+16 | 6.9701e+16 | 0.3033 | -0.5072 | 1.2144 | 0.7669
1e+18 | 3.2699e+17 | 3.2820e+17 | 0.6730 | -0.3736 | 0.9473 | 0.5955
1e+19 | 1.1704e+18 | 1.1886e+18 | 0.8830 | -0.2627 | 0.7255 | 0.5230
1e+20 | 3.7282e+18 | 3.9249e+18 | 0.9627 | -0.1598 | 0.5196 | 0.4846
Strong-compensation estimate sqrt(N_D/2K) at 1e20 = 4.0042e+18 cm^-3
Fermi-level rise from 1e19 to 1e20 = 0.1029 eV; limit kT ln(10)/2 = 0.0992 eV
N_D=1e20 without acceptor: mu = 0.2345 eV, formation energy = -0.2690 eV
Acceptor levels (-/2-) at -1.5 eV and (0/-) at -2.0 eV
Largest relative change of n from other charge states = 4.26e-06
Single acceptor: eps = 0.50 eV, K1 = 2.4075, 1/(1+K1) = 0.2935
  N_D=1e+17 cm^-3: n/N_D = 0.2934, mu = -0.5818 eV, s = 0.9996, exponent = 0.9997
  N_D=1e+19 cm^-3: n/N_D = 0.2852, mu = -0.1839 eV, s = 0.9615, exponent = 0.9722
  N_D=1e+21 cm^-3: n/N_D = 0.0992, mu = 0.2328 eV, s = 0.4413, exponent = 0.4672
Double acceptor, N_D=1e20 cm^-3, full equilibrium at each temperature:
  T=1000 K: mu = -0.1598 eV, formation energy = 0.5196 eV, n = 3.7282e+18 cm^-3
  T=600 K: mu = -0.0558 eV, formation energy = 0.3117 eV, n = 3.5581e+18 cm^-3
  T=300 K: mu = 0.0218 eV, formation energy = 0.1565 eV, n = 5.8519e+18 cm^-3
  T=100 K: mu = 0.0735 eV, formation energy = 0.0530 eV, n = 1.5119e+19 cm^-3
  T=20 K: mu = 0.0946 eV, formation energy = 0.0107 eV, n = 2.1730e+19 cm^-3
Zero-temperature carrier ceiling = 2.3598e+19 cm^-3
Quenched to 300 K: frozen c = 4.8136e+19 cm^-3, n = 3.7282e+18 cm^-3
Quenched to 300 K: mu = 0.0056 eV, formation energy = 0.1889 eV
```
